# Graphene Landau levels, protected zero modes and half-integer Hall conductance: test program

```python
"""Graphene Landau levels, Aharonov-Casher zero modes and Hall conductance.

Results under test (electron charge -e, field of magnitude B along -z):
  E_n = sgn(n) v sqrt(2 e hbar B |n|);
  a torus with N flux quanta has N zero modes per spin and valley for any
  smooth field profile, and a gap of at least v sqrt(2 e hbar B_min);
  sigma_xy = 4 (n + 1/2) e^2/h with the Fermi energy above level n.
Symbols: v Dirac velocity, t hopping, q unit cells per flux quantum,
eta relative field modulation, n Landau index (any integer).
Grid calculations use hbar = e = 1 and torus side 1; Pauli eigenvalues are
divided by 2*B0, so that they equal (E/E_1)^2 with E_1 taken at mean field B0.
"""
import numpy as np
import scipy.sparse as sp
from scipy.linalg import eigh, svdvals
from scipy.sparse.linalg import eigsh
from scipy.constants import e, h, hbar

# ---------- honeycomb lattice in a magnetic field (energies in t) ----------


def hopping_block(q, eta, k1, k2):
    """Amplitudes from B sites to A sites, one flux quantum per q cells."""
    m = np.arange(q)
    theta = 2*np.pi*m/q + eta*np.sin(2*np.pi*m/q)
    block = np.zeros((q, q), complex)
    block[m, m] = -(1 + np.exp(1j*(theta - k2)))
    block[m[1:], m[:-1]] = -1
    block[0, q-1] = -np.exp(-1j*k1)
    return block


def positive_levels(q):
    return np.sort(svdvals(hopping_block(q, 0.0, 0.3, 0.3)))


levels = {q: positive_levels(q) for q in (400, 440, 800)}
index = np.arange(1, 5)


def level_ratio(q):
    """Lattice level over Dirac formula with v = sqrt(3) t a/(2 hbar)."""
    cell_area = np.sqrt(3)/2                     # lattice constant a = 1
    field = 2*np.pi/(q*cell_area)                # e B/hbar
    dirac = np.sqrt(3)/2*np.sqrt(2*field*index)
    pairs = levels[q][1:9].reshape(4, 2)         # two valleys per level
    assert np.max(np.abs(pairs[:, 1] - pairs[:, 0])) < 1e-6
    return pairs.mean(axis=1)/dirac


ratio_400, ratio_800 = level_ratio(400), level_ratio(800)
ratio_limit = 2*ratio_800 - ratio_400            # removes the 1/q correction
assert np.max(np.abs(ratio_limit - 1)) < 2e-3
assert levels[400][0] < 1e-8                     # zero level

# Streda relation: change of state density with flux at fixed Fermi energy
streda = []
for n, fermi in enumerate((0.10, 0.195, 0.25)):
    density = [1 + np.sum(levels[q] < fermi)/q for q in (400, 440)]
    streda.append((density[0] - density[1])/(1/400 - 1/440))
    assert abs(streda[-1] - 2*(n + 0.5)) < 1e-8


def lattice_hall(q, eta, indices, n1=10, n2=40):
    """Hall conductance per spin in e^2/h, from gauge-invariant link phases."""
    ham = np.zeros((n1, n2, 2*q, 2*q), complex)
    for i in range(n1):
        for j in range(n2):
            block = hopping_block(q, eta, 2*np.pi*i/n1, 2*np.pi*j/n2)
            ham[i, j, :q, q:] = block
            ham[i, j, q:, :q] = block.conj().T
    energy, states = np.linalg.eigh(ham)
    hall = []
    for n in indices:
        filled = q + 1 + 2*n
        gap = energy[..., filled].min() - energy[..., filled-1].max()
        assert gap > 0.03
        occ = states[..., :filled]
        bra = occ.conj().swapaxes(-1, -2)
        link1 = np.linalg.det(bra @ np.roll(occ, -1, axis=0))
        link2 = np.linalg.det(bra @ np.roll(occ, -1, axis=1))
        loop = (link1*np.roll(link2, -1, axis=0)
                * np.conj(np.roll(link1, -1, axis=1))*np.conj(link2))
        hall.append(np.angle(loop).sum()/(2*np.pi))
    return np.array(hall), energy


q_hall = 40
hall_indices = np.array([-3, -2, -1, 0, 1, 2])
hall_uniform, _ = lattice_hall(q_hall, 0.0, hall_indices)
assert np.allclose(hall_uniform, 2*(hall_indices + 0.5), atol=1e-6)
eta_lattice = 0.4
hall_mod, bands = lattice_hall(q_hall, eta_lattice, np.array([-1, 0]))
assert np.allclose(hall_mod, [-1, 1], atol=1e-6)
width_zero = np.ptp(bands[..., q_hall-1:q_hall+1])
width_first = np.ptp(bands[..., q_hall+1:q_hall+3])
assert width_zero < 2e-3 and width_first > 0.1

# ---------- Kubo sum for a single Dirac cone ----------


def cone_hall(n, cutoff=60):
    lower = np.zeros((cutoff, cutoff + 1))
    same = np.zeros((cutoff, cutoff + 1))
    k = np.arange(cutoff)
    lower[k, k+1] = np.sqrt(k + 1)
    same[k, k] = 1
    zu, zl = np.zeros((cutoff+1, cutoff+1)), np.zeros((cutoff, cutoff))
    energy, vec = np.linalg.eigh(np.block([[zu, lower.T], [lower, zl]]))
    sx = vec.T @ np.block([[zu, same.T], [same, zl]]) @ vec
    sy = vec.T @ np.block([[zu, -1j*same.T], [1j*same, zl]]) @ vec
    f = cutoff + 1 + n                           # number of filled levels
    diff = energy[:f, None] - energy[None, f:]
    return np.sum(np.imag(sx[:f, f:]*sy[f:, :f].T)/diff**2)


cone_indices = np.arange(-3, 4)
cone_values = np.array([cone_hall(n) for n in cone_indices])
assert np.allclose(cone_values, cone_indices + 0.5, atol=1e-9)

# ---------- Pauli operator on a torus in a nonuniform field ----------
n_flux = 6
B0 = 2*np.pi*n_flux
kappa = 2*np.pi


def pauli_operator(size, eta, spin):
    """(pi^2 - spin*B)/(2 B0), B = B0 (1 + eta cos(kx) cos(ky))."""
    step = 1/size
    i, j = np.meshgrid(np.arange(size), np.arange(size), indexing="ij")
    x, y = i*step, j*step
    g = eta*B0/(2*kappa**2)
    rise_x = np.sin(kappa*(x + step)) - np.sin(kappa*x)
    rise_y = np.sin(kappa*(y + step)) - np.sin(kappa*y)
    phase_x = -g*np.sin(kappa*y)*rise_x - np.where(i == size-1, B0*y, 0)
    phase_y = B0*x*step + g*np.sin(kappa*x)*rise_y
    start = (i*size + j).ravel()
    to_x = (((i + 1) % size)*size + j).ravel()
    to_y = (i*size + (j + 1) % size).ravel()
    values = np.exp(1j*np.concatenate([phase_x.ravel(), phase_y.ravel()]))
    hop = sp.coo_matrix((values, (np.concatenate([to_x, to_y]),
                                  np.concatenate([start, start]))),
                        shape=(size**2, size**2)).tocsr()
    shape = (np.cos(kappa*x)*np.cos(kappa*y)).ravel()
    kinetic = (4*sp.identity(size**2) - hop - hop.conj().T)/step**2
    op = (kinetic - spin*sp.diags(B0*(1 + eta*shape)))/(2*B0)
    return op.tocsc(), shape


def lowest(size, eta, spin, count):
    op, _ = pauli_operator(size, eta, spin)
    start = np.random.default_rng(1).normal(size=size**2).astype(complex)
    vals = eigsh(op, k=count, sigma=-0.3, which="LM", ncv=60, v0=start,
                 return_eigenvectors=False)
    return np.sort(vals.real)


eta = 0.5
upper = lowest(64, eta, +1, n_flux + 4)
other = lowest(64, eta, -1, 4)
zero_count = int(np.sum(np.abs(upper) < 0.02))
assert zero_count == n_flux
assert np.sum(np.abs(other) < 0.02) == 0
assert upper[n_flux] > 1 - eta and other[0] > 1 - eta       # gap bound
# tolerance: second-order grid error, below one percent here
assert np.allclose(upper[n_flux:n_flux+3], other[:3], rtol=0.01)

op_mod, profile = pauli_operator(32, eta, +1)
op_uni, _ = pauli_operator(32, 0.0, +1)
coarse, modes_mod = eigh(op_mod.toarray(), subset_by_index=[0, n_flux-1])
_, modes_uni = eigh(op_uni.toarray(), subset_by_index=[0, n_flux-1])
offset_coarse = np.max(np.abs(coarse))
offset_fine = np.max(np.abs(upper[:n_flux]))
grid_ratio = offset_coarse/offset_fine
assert 3.3 < grid_ratio < 4.7                    # offset vanishes as step^2

# modulated zero modes = exp(W) times uniform-field zero modes
weight = np.exp(eta*B0/(2*kappa**2)*profile)
mapped, _ = np.linalg.qr(weight[:, None]*modes_uni)
overlap = svdvals(mapped.conj().T @ modes_mod).min()
unmapped = svdvals(modes_uni.conj().T @ modes_mod).min()
assert overlap > 0.999 and unmapped < overlap

# a scalar potential V0 cos(kx) cos(ky) does split the zero level
projected = modes_mod.conj().T @ (profile[:, None]*modes_mod)
scalar_spread = np.ptp(np.linalg.eigvalsh(projected))
assert scalar_spread > 0.2

# field that changes sign locally: the number of zero modes is unchanged
eta_sign = 1.5
sign_levels = lowest(64, eta_sign, +1, n_flux + 2)
assert np.max(np.abs(sign_levels[:n_flux])) < 0.01
assert sign_levels[n_flux] > 10*np.max(np.abs(sign_levels[:n_flux]))

# ---------- worked example in SI ----------
velocity, field = 1.0e6, 10.0
E1 = velocity*np.sqrt(2*e*hbar*field)/e*1e3      # meV
side = np.sqrt(n_flux*h/(e*field))
print(f"Dirac velocity v = {velocity:.2e} m/s")
print(f"magnetic field B = {field:.1f} T")
print(f"magnetic length sqrt(hbar/eB) = {np.sqrt(hbar/(e*field))*1e9:.3f} nm")
for n in range(5):
    print(f"level energy E_{n} = {E1*np.sqrt(n):.2f} meV")
print(f"states per area, one spin and valley = {e*field/h:.4e} m^-2")
print(f"states per area, all four = {4*e*field/h:.4e} m^-2")
print(f"conductance quantum e^2/h = {e**2/h:.6e} S")
for n in (-1, 0, 1, 2):
    print(f"sigma_xy above level {n} = {4*(n+0.5)*e**2/h:.5e} S")
print(f"Hall resistance h/(2e^2) = {h/(2*e**2):.3f} ohm")
print("lattice/Dirac level ratios n=1..4, q=400:", np.round(ratio_400, 5))
print("lattice/Dirac level ratios n=1..4, q=800:", np.round(ratio_800, 5))
print("same ratios, extrapolated to weak field:", np.round(ratio_limit, 5))
print("Kubo, one cone, n=-3..3 (e^2/h):", np.round(cone_values, 6))
print("lattice Hall per spin, n=-3..2 (e^2/h):", np.round(hall_uniform, 6))
print("Streda slope per spin, n=0..2 (e^2/h):", np.round(streda, 6))
print(f"lattice cells per flux quantum q = {q_hall}")
print(f"lattice field modulation = {eta_lattice:.2f}")
print("modulated lattice Hall per spin, n=-1,0 (e^2/h):",
      np.round(hall_mod, 6))
print(f"modulated lattice: full width of zero level = {width_zero:.2e} t")
print(f"modulated lattice: full width of first level = {width_first:.4f} t")
print(f"torus: flux quanta = {n_flux}, side = {side*1e9:.2f} nm")
print(f"torus: field modulation = {eta:.2f}")
print(f"torus: zero modes found, upper component = {zero_count}")
print(f"torus: zero modes, lower component = {np.sum(np.abs(other)<0.02)}")
print(f"largest zero-mode offset (E/E1)^2, 32 grid = {offset_coarse:.2e}")
print(f"largest zero-mode offset (E/E1)^2, 64 grid = {offset_fine:.2e}")
print(f"ratio of these offsets = {grid_ratio:.3f}")
print(f"first nonzero (E/E1)^2, upper component = {upper[n_flux]:.4f}")
print(f"first nonzero (E/E1)^2, lower component = {other[0]:.4f}")
print(f"first excited energy on torus = {E1*np.sqrt(other[0]):.1f} meV")
print(f"guaranteed gap from minimum field = {E1*np.sqrt(1-eta):.2f} meV")
print(f"smallest overlap with exp(W)-mapped modes = {overlap:.6f}")
print(f"smallest overlap with unmapped modes = {unmapped:.6f}")
print(f"zero-level spread in scalar potential = {scalar_spread:.4f} V0")
print(f"sign-changing field: modulation = {eta_sign:.2f}")
print("sign-changing field: largest zero-mode offset (E/E1)^2 = "
      f"{np.max(np.abs(sign_levels[:n_flux])):.2e}")
print("sign-changing field: first nonzero (E/E1)^2 = "
      f"{sign_levels[n_flux]:.4f}")
print("checks complete")
```

Printed output:

```
Dirac velocity v = 1.00e+06 m/s
magnetic field B = 10.0 T
magnetic length sqrt(hbar/eB) = 8.113 nm
level energy E_0 = 0.00 meV
level energy E_1 = 114.74 meV
level energy E_2 = 162.26 meV
level energy E_3 = 198.73 meV
level energy E_4 = 229.47 meV
states per area, one spin and valley = 2.4180e+15 m^-2
states per area, all four = 9.6720e+15 m^-2
conductance quantum e^2/h = 3.874046e-05 S
sigma_xy above level -1 = -7.74809e-05 S
sigma_xy above level 0 = 7.74809e-05 S
sigma_xy above level 1 = 2.32443e-04 S
sigma_xy above level 2 = 3.87405e-04 S
Hall resistance h/(2e^2) = 12906.404 ohm
lattice/Dirac level ratios n=1..4, q=400: [0.99772 0.99544 0.99315 0.99085]
lattice/Dirac level ratios n=1..4, q=800: [0.99886 0.99773 0.99659 0.99544]
same ratios, extrapolated to weak field: [1.      1.00001 1.00003 1.00004]
Kubo, one cone, n=-3..3 (e^2/h): [-2.5 -1.5 -0.5  0.5  1.5  2.5  3.5]
lattice Hall per spin, n=-3..2 (e^2/h): [-5. -3. -1.  1.  3.  5.]
Streda slope per spin, n=0..2 (e^2/h): [1. 3. 5.]
lattice cells per flux quantum q = 40
lattice field modulation = 0.40
modulated lattice Hall per spin, n=-1,0 (e^2/h): [-1.  1.]
modulated lattice: full width of zero level = 7.56e-05 t
modulated lattice: full width of first level = 0.1862 t
torus: flux quanta = 6, side = 49.81 nm
torus: field modulation = 0.50
torus: zero modes found, upper component = 6
torus: zero modes, lower component = 0
largest zero-mode offset (E/E1)^2, 32 grid = 3.34e-03
largest zero-mode offset (E/E1)^2, 64 grid = 8.36e-04
ratio of these offsets = 3.995
first nonzero (E/E1)^2, upper component = 0.8237
first nonzero (E/E1)^2, lower component = 0.8256
first excited energy on torus = 104.3 meV
guaranteed gap from minimum field = 81.13 meV
smallest overlap with exp(W)-mapped modes = 0.999999
smallest overlap with unmapped modes = 0.993268
zero-level spread in scalar potential = 0.7212 V0
sign-changing field: modulation = 1.50
sign-changing field: largest zero-mode offset (E/E1)^2 = 1.99e-03
sign-changing field: first nonzero (E/E1)^2 = 0.5302
checks complete
```
